# Wall-Loss Probability of Radicals from Decay Times in Two Chambers

## Problem

After a low-pressure discharge is switched off, the density of a dilute radical is followed in two closed cylindrical chambers. Their walls have the same material and treatment, and the gas, pressure and temperature are the same. Each late signal is a single exponential, $n\propto e^{-t/\tau}$.

| | chamber 1 | chamber 2 |
|---|---|---|
| radius $R$ (Å) | $5\times10^{8}$ | $15\times10^{8}$ |
| height $H$ (Å) | $10\times10^{8}$ | $20\times10^{8}$ |
| decay time $\tau$ (s) | 0.160 | 0.380 |

Each time has an independent standard error of 2 %. The model radical has rest energy $Mc^2=4\times10^{10}$ eV, temperature $T=0.03$ eV and diffusion coefficient $D=1.5\times10^{19}$ Å²/s. What is the probability $\gamma$ that a radical striking the wall is lost, by sticking or by recombination?

The algebra uses atomic units, with $T$ an energy. The mean thermal speed is

$$\bar v=\sqrt{\frac{8T}{\pi M}}=c\sqrt{\frac{8T}{\pi Mc^2}}=4.143\times10^{12}\ \text{Å/s}.$$

## A tempting solution

Diffusion is taken to be fast enough to keep the density nearly uniform, so the wall reaction sets the pace. If the net flux into the wall is $J=sn$, where $s$ is a wall-loss speed, the number of radicals $N=nV$ obeys

$$\frac{dN}{dt}=-snA=-\frac{s}{\ell}N,\qquad \ell=\frac VA,$$

so that $s=\ell/\tau$. For a cylinder,

$$\frac1\ell=\frac{2\pi RH+2\pi R^2}{\pi R^2H}=\frac2R+\frac2H,$$

which gives $\ell_1=1.667\times10^8$ Å and $\ell_2=4.286\times10^8$ Å.

To relate $s$ to $\gamma$, take the velocity distribution near the wall to be a Maxwellian $f_M$ with a small drift $u=J/n$ towards the wall:

$$f=f_M\left(1+\frac{Mu}{T}v_z\right).$$

The Maxwellian sends a flux $n\bar v/4$ in each direction. The drift term adds to the flux towards the wall

$$\frac{Mu}{T}\int_{v_z>0}v_z^2f_M\,d^3v=\frac{Mu}{T}\,\frac{nT}{2M}=\frac J2,$$

and it removes the same amount from the flux leaving the wall. A fraction $1-\gamma$ of the arriving radicals returns:

$$\frac{n\bar v}{4}-\frac J2=(1-\gamma)\left(\frac{n\bar v}{4}+\frac J2\right).$$

Collecting terms gives $\gamma n\bar v/4=(2-\gamma)J/2$, and therefore

$$s=\frac{\gamma\bar v}{4(1-\gamma/2)},\qquad \gamma=\frac{4s}{\bar v+2s}.$$

The second form follows from $s(4-2\gamma)=\gamma\bar v$. The two chambers then give

$$\gamma_1=1.005\times10^{-3},\qquad \gamma_2=1.088\times10^{-3}.$$

Their mean is $1.05\times10^{-3}$, and averaging two 2 % measurements suggests an error of only 1.4 %.

## Where it goes wrong

The two values should be equal, but they differ by 8 %. Two independent 2 % errors give their ratio an error of $\sqrt2\times2\,\%=2.8\,\%$, so the disagreement is nearly three standard errors. The same mismatch appears in the raw times: $\tau_2/\tau_1=2.375$, while pure surface loss requires $\ell_2/\ell_1=2.571$.

The wall law is not at fault. The balance has left out loss in the gas. If radicals also disappear in the volume at a first-order rate $k$, for instance by reaction with an abundant gas species, then $1/\tau=k+s/\ell$. The quantity computed above was really

$$\frac{\ell}{\tau}=s+k\ell.$$

The error $k\ell$ is positive in both chambers and larger in the larger one. Averaging cannot remove it.

## The right solution

The density obeys $\partial n/\partial t=D\nabla^2n-kn$, with $-D\,\partial n/\partial\nu=sn$ at the wall, where $\nu$ is the outward normal. Integrating over the chamber and applying the divergence theorem gives

$$\frac{dN}{dt}=-kN-s\oint n\,dA.$$

In the surface-limited regime $n$ is nearly uniform, so $\oint n\,dA\simeq NA/V$. To leading order, each chamber satisfies

$$\frac1{\tau_i}=k+\frac{s}{\ell_i}.$$

There are two equations and two unknowns. Subtraction eliminates $k$:

$$s=\frac{1/\tau_1-1/\tau_2}{1/\ell_1-1/\ell_2}.$$

With the numbers inserted,

$$s=\frac{6.250-2.632}{(6.000-2.333)\times10^{-9}}\ \text{Å/s}=9.87\times10^{8}\ \text{Å/s},$$

or about 0.099 m/s. The probability is

$$\gamma=\frac{4s}{\bar v+2s}=9.52\times10^{-4}.$$

The intercept of the line through the two rates is

$$k_{\rm fit}=\frac1{\tau_1}-\frac s{\ell_1}=6.250-5.921=0.329\ \text{s}^{-1}.$$

**Uncertainty.** An error $\sigma_i$ in $\tau_i$ produces an error $\sigma_i/\tau_i^2$ in the rate, here 0.125 and 0.053 s⁻¹. Independent errors add in quadrature:

$$\sigma_s=\frac{\sqrt{(\sigma_1/\tau_1^2)^2+(\sigma_2/\tau_2^2)^2}}{1/\ell_1-1/\ell_2},\qquad
\sigma_\gamma=\frac{4\bar v}{(\bar v+2s)^2}\sigma_s.$$

This gives $\sigma_\gamma=3.6\times10^{-5}$, so

$$\gamma=(9.5\pm0.4)\times10^{-4}.$$

The relative error, 3.7 %, is larger than that of the tempting average. It is the price of determining $k$ from the same data. The denominator shows why the two values of $A/V$ should be well separated.

For the intercept, write $a_i=1/\ell_i$. Eliminating $s$ gives $k_{\rm fit}=(a_1/\tau_2-a_2/\tau_1)/(a_1-a_2)$. Adding the two contributions in quadrature gives an error of 0.12 s⁻¹, so the volume loss is much less well determined than $\gamma$.

## What finite diffusion changes

The density is not perfectly uniform, because radicals must diffuse to the wall. With $z$ measured from the midplane, the lowest mode of a cylinder is

$$n\propto J_0\!\left(\frac{xr}{R}\right)\cos\!\left(\frac{2yz}{H}\right)e^{-t/\tau}.$$

Its decay rate and the wall conditions are

$$\frac1\tau=k+D\left(\frac{x^2}{R^2}+\frac{4y^2}{H^2}\right),\qquad
\frac{xJ_1(x)}{J_0(x)}=B,\qquad y\tan y=C,$$

where $B=sR/D$ and $C=sH/(2D)$. Surface limitation means that both are small. The power series of the left-hand sides are

$$\frac{xJ_1}{J_0}=\frac{x^2}2+\frac{x^4}{16}+\frac{x^6}{96}+\dots,\qquad
y\tan y=y^2+\frac{y^4}3+\frac{2y^6}{15}+\dots$$

Insert $x^2=2B+\alpha B^2+\beta B^3$ in the first. The coefficient of $B^2$ must vanish, so $\alpha/2+1/4=0$. The coefficient of $B^3$ requires $\beta/2+\alpha/4+1/12=0$. Thus $\alpha=-1/2$ and $\beta=1/12$.

Similarly, insert $y^2=C+\alpha'C^2+\beta'C^3$ in the second. The conditions are $\alpha'+1/3=0$ and $\beta'+2\alpha'/3+2/15=0$, so $\alpha'=-1/3$ and $\beta'=4/45$. The two parts of the rate become

$$\frac{Dx^2}{R^2}=\frac{2s}R-\frac{s^2}{2D}+\frac{s^3R}{12D^2}+\dots,$$

$$\frac{4Dy^2}{H^2}=\frac{2s}H-\frac{s^2}{3D}+\frac{2s^3H}{45D^2}+\dots$$

Their sum gives

$$\frac1\tau=k+\frac s\ell-\frac56\frac{s^2}{D}+\frac{g\,s^3}{D^2}+\dots,\qquad g=\frac R{12}+\frac{2H}{45}.$$

The first diffusion correction contains neither $R$ nor $H$. It is the same in both cylinders and cancels from the difference that determines $s$. It shifts the intercept instead:

$$k\simeq k_{\rm fit}+\frac56\frac{s^2}{D}=0.329+0.054=0.383\ \text{s}^{-1}.$$

The full mode equations give $k=0.382$ s⁻¹. The shift depends on the same two rates as $k_{\rm fit}$ and moves in the opposite direction. In the error sum, the factors $a_1$ and $a_2$ multiplying the rate errors become $a_i-5s/(3D)$, and the error of $k$ falls slightly, to 0.11 s⁻¹. The first correction to the slope comes from the cubic term:

$$\frac{s_{\rm fit}-s}{s}\simeq-\left(\frac sD\right)^2\frac{g_2-g_1}{1/\ell_1-1/\ell_2}=-1.5\times10^{-4}.$$

This is negligible beside the 3.7 % statistical error. Solving the two mode equations by numerical root finding, with $s$ adjusted to reproduce the measured rate difference, also leaves $\gamma$ at $9.52\times10^{-4}$ to three digits.

The sign of the correction also helps to diagnose the original mismatch. With $k=0$, subtracting the same small amount from both rates reduces the slower one by the larger fraction. That would raise $\tau_2/\tau_1$ above $\ell_2/\ell_1$. The measured ratio lies below it, so weak diffusion limitation cannot explain the data, whereas volume loss can.

For another shape of linear size $L$, the wall-loss rate has the form $(D/L^2)F(sL/D)$. The quadratic term of $F$ gives $s^2/D$ times a number that depends on shape. The cancellation therefore holds for geometrically similar chambers and, as shown here, for cylinders of any proportions. It fails, for example, between a cylinder and a rectangular box. The box has three slab directions, each contributing $-s^2/(3D)$, so its coefficient is 1 instead of $5/6$.

## Is the loss really surface-limited?

The fitted speed gives $sR/D=0.033$ and 0.099, with $sH/(2D)=0.033$ and 0.066. These values are small, but they use an $s$ obtained by assuming the regime. The known $D$ supplies a separate argument. If diffusion were the bottleneck, the density would nearly vanish at the wall. Then $x\simeq2.405$, the first zero of $J_0$, and $y\simeq\pi/2$, so

$$\frac1\tau\simeq k+D\left(\frac{2.405^2}{R^2}+\frac{\pi^2}{H^2}\right).$$

The diffusion term alone is about 500 s⁻¹ in chamber 1 and 76 s⁻¹ in chamber 2. The measured rates, 6.25 and 2.63 s⁻¹, are far lower. Transport to the wall is therefore much faster than the observed loss.

The opposite case shows what happens when this condition is ignored. Let $\gamma=1$ and $k=0$ in the same chambers, so that the wall law gives $s=\bar v/2$. Decay rates computed from a finite-volume solution of the diffusion equation, then inserted in the two-chamber formula, give an apparent $\gamma$ of 0.10 and an intercept of about $-184$ s⁻¹. The drifting-Maxwellian wall law ignores the kinetic layer within a few mean free paths of the wall, so it is accurate only for small $\gamma$. A relaxation-time (BGK) kinetic model agrees with it to about $10^{-4}$ at $\gamma=10^{-3}$ but gives an $s$ about 13 % lower at $\gamma=1$. Because diffusion controls this case, that change leaves the apparent $\gamma$ at 0.10 and moves the intercept only to about $-183$ s⁻¹.

The negative sign can be understood from similar chambers, for which diffusion-limited rates have the form $q/\ell^2$. The straight line through two such points has slope $q(1/\ell_1+1/\ell_2)$ and intercept $-q/(\ell_1\ell_2)$. A clearly negative intercept is thus a warning. A positive one is not proof of surface limitation. Real volume loss can hide the shift, and so can a difference in proportions between the chambers, because $q$ depends on $H/R$.

The decay must also be read after density differences have relaxed. For nearly reflecting walls, the slowest nonuniform mode decays at the smaller of $D(1.841/R)^2$ and $D(\pi/H)^2$, where 1.841 is the first positive zero of $J_1'$. The corresponding times are 0.007 s and 0.044 s, well below the measured decay times. An exponential fit should begin several such times after switch-off.

Finally, the method needs common values of both $\gamma$ and $k$. If the volume-loss rates differ, for example through unequal amounts of a reactive impurity, the inferred $s$ is wrong by $(k_1-k_2)/(1/\ell_1-1/\ell_2)$. Two decay times cannot reveal this, since a straight line passes through any two points. A third chamber with a different $V/A$ gives a partial test of the common line. It reveals a departure only if this exceeds the timing errors, and any part of the volume loss proportional to $A/V$ would still be counted as wall loss.
